# How many bits does a noisy analogue memory cell hold?

**Question.** An analogue memory cell is programmed to a conductance anywhere in a window of width $W$, with all values used equally often. Reading it adds Gaussian noise of standard deviation $\sigma$. If $W=100\,\sigma$, how much information does one read recover, how does that amount scale with window and noise, and what changes it most in a real cell?

**Answer.**

## What is being counted

Let $X$ be the target conductance, uniform on $0\le x\le W$ (conductance is measured from the lower end of the window). One read returns $Y=X+N$, where $N$ is Gaussian with zero mean and variance $\sigma^2$, independent of $X$. For now the cell is programmed without error, and the reading is neither rounded nor clipped.

The information that $Y$ gives about $X$ is the mutual information

$$
I=\int dx\,p(x)\int dy\,p(y|x)\,\log_2\frac{p(y|x)}{p(y)} .
$$

Separating the logarithm gives $I=h(Y)-h(Y|X)$, where $h(Y)=-\int p(y)\log_2p(y)\,dy$ and $h(Y|X)$ is the same expression for $p(y|x)$, averaged over $x$. Each $h$ depends on the unit of conductance, because a density carries a unit. A change of unit adds the same constant to both, so $I$ does not depend on it.

By the channel coding theorem, $I$ is the rate per cell that can be approached with few errors when data are coded over many cells with independent noise. It is not a number of bits that each cell delivers faultlessly by itself.

## The estimate without edges

For a given $x$, the reading is the noise shifted by $x$. A shift leaves the entropy unchanged, so $h(Y|X)=h(N)$. For the Gaussian density, in natural logarithms,

$$
-\ln p(n)=\tfrac12\ln(2\pi\sigma^2)+\frac{n^2}{2\sigma^2}.
$$

Since $\langle n^2\rangle=\sigma^2$, the last term averages to $\tfrac12=\tfrac12\ln e$. Hence

$$
h(N)=\tfrac12\log_2(2\pi e\sigma^2)=\log_2 b,\qquad b=\sqrt{2\pi e}\,\sigma=4.133\,\sigma .
$$

The length $b$ is the width of a flat distribution with the same entropy as the noise.

If the window is much wider than the noise, $Y$ is spread almost evenly over it. Neglecting the edges means setting $p(y)=1/W$, so that $h(Y)=\log_2W$ and

$$
I_0=\log_2\frac{W}{\sqrt{2\pi e}\,\sigma}.
$$

Take $W=100$ µS and $\sigma=1$ µS. With the microsiemens as unit, $h(Y)=6.644$ bits and $h(N)=2.047$ bits, so

$$
I_0=6.644-2.047=4.597\ \text{bits}.
$$

This is about **4.6 bits**, equivalent to $2^{I_0}=24.2$ perfectly distinguishable states.

The scaling is logarithmic. Doubling the window at fixed noise, or halving the noise at fixed window, adds one bit. Using just half the window, still uniformly, costs one bit. These statements are exact for $I_0$; with the edge term of the next section, doubling from $W=100\,\sigma$ adds 0.987 bits and halving costs 0.974 bits.

## How much the edges matter

Near an end of the window, noise carries some readings outside. The output density is the average of the shifted Gaussians,

$$
p(y)=\frac{F(y)}{W},\qquad
F(y)=\Phi\!\left(\frac{y}{\sigma}\right)-\Phi\!\left(\frac{y-W}{\sigma}\right),
$$

where $\Phi$ is the normal distribution function. Because $\int F\,dy=W$, the output entropy in nats is

$$
-\int\frac FW\ln\frac FW\,dy=\ln W-\frac1W\int F\ln F\,dy .
$$

In the middle of a wide window $F\approx1$ and the last integrand vanishes. Near the left end $F\approx\Phi(y/\sigma)$. Near the right end $F\approx1-\Phi((y-W)/\sigma)=\Phi((W-y)/\sigma)$, the mirror image. Substituting $t=y/\sigma$ or $t=(W-y)/\sigma$ gives $K\sigma$ from each end, with

$$
K=-\int_{-\infty}^{\infty}\Phi(t)\ln\Phi(t)\,dt=0.9032
$$

by numerical quadrature. Dividing by $\ln2$ to convert to bits,

$$
I\simeq I_0+\frac{2K}{\ln2}\,\frac{\sigma}{W}.
$$

The correction is positive because the readings occupy slightly more room than the window. For $W=100\,\sigma$ it is 0.026 bits, giving $I=4.623$ bits. Summing the defining double integral on a grid of inputs and outputs also gives 4.623 bits. Neglecting the edges is therefore an error of about half a per cent of $I$.

In a narrow window the edges are no longer a detail. At $W=4\,\sigma$ the edge-free estimate is $-0.047$ bits, which is impossible for a mutual information. The direct sum gives 0.604 bits, and the edge term accounts for the difference to the digits shown.

The edge formula must fail in turn as $W/\sigma\to0$, where its correction diverges. A bound gives the behaviour there. Let $g$ be the Gaussian with the same mean and variance $v$ as $Y$. Relative entropy is never negative, so $\int p\ln(p/g)\,dy\ge0$, and

$$
-\int p\ln p\,dy\le-\int p\ln g\,dy=\tfrac12\ln(2\pi v)+\tfrac12 .
$$

A Gaussian thus has the largest entropy for a given variance. A uniform variable has variance $W^2/12$, so $v=\sigma^2+W^2/12$. Subtracting $h(N)$ leaves

$$
I\le\tfrac12\log_2\!\left(1+\frac{W^2}{12\sigma^2}\right).
$$

For $W\ll\sigma$ the information therefore vanishes at least as fast as $W^2/\sigma^2$. The rule of one bit per doubling belongs to wide windows.

## Could another use of the window do much better?

Uniform use was assumed, not optimized. To limit every alternative, take any trial output density $q(y)$ and write

$$
D_x=\int p(y|x)\ln\frac{p(y|x)}{q(y)}\,dy .
$$

Inserting $q$ into the definition of $I$ gives, in nats,

$$
I=\int p(x)D_x\,dx-\int p(y)\ln\frac{p(y)}{q(y)}\,dy\le\max_xD_x ,
$$

because the subtracted term is a relative entropy. Let $d$ be the distance of $y$ from the window, and choose

$$
q=\frac1{W+b}\ \text{(inside)},\qquad
q=\frac{\sqrt e}{W+b}\,e^{-d^2/2\sigma^2}\ \text{(outside)}.
$$

The inside holds the weight $W/(W+b)$. The two half-Gaussians together hold $\sqrt e\,\sqrt{2\pi}\,\sigma/(W+b)=b/(W+b)$, so $q$ is normalized.

Inside, $-\ln q=\ln(W+b)$. Outside, there is an extra $-\tfrac12+d^2/2\sigma^2$. Let $x$ lie a distance $u\sigma$ from one edge, let $\varphi$ be the standard normal density, and let $Q(u)=\int_u^\infty\varphi\,dt$. Integration by parts gives $\int_u^\infty t\varphi\,dt=\varphi(u)$ and $\int_u^\infty t^2\varphi\,dt=u\varphi(u)+Q(u)$, hence

$$
\int_u^\infty(t-u)^2\varphi\,dt=(1+u^2)Q(u)-u\varphi(u).
$$

That edge contributes

$$
-\tfrac12Q+\tfrac12\left[(1+u^2)Q-u\varphi\right]=-\tfrac u2\,(\varphi-uQ)\le0 .
$$

The sign follows from $uQ(u)=\int_u^\infty u\varphi\,dt\le\int_u^\infty t\varphi\,dt=\varphi(u)$. The same holds at the other edge, so $D_x\le\ln(W+b)-\ln b$ for every $x$ in the window, and

$$
I\le\log_2\!\left(1+\frac{W}{\sqrt{2\pi e}\,\sigma}\right).
$$

For $W=100\,\sigma$ the limit is 4.655 bits. A numerical search, which repeatedly reweighted 401 equally spaced conductances in favour of the more informative ones, reached 4.653 bits. The best possible use thus gains only about 0.03 bits over uniform use. This holds for noise that is the same at every state. When the noise varies across the window, favouring the quiet states gains more, about 0.1 bits for the linear example below.

## Why this is not 24 reliable levels

Suppose the window holds $M$ equally spaced levels, including both ends, and each read is assigned to the nearest level. The spacing is $s=W/(M-1)$. An inner level is misread when the noise exceeds $s/2$ in either direction, with probability $2Q(s/2\sigma)$. Each end level can fail in one direction, with probability $Q(s/2\sigma)$. The average over levels is

$$
P=\frac{2(M-2)Q+2Q}{M}=2\left(1-\frac1M\right)Q\!\left(\frac{W}{2(M-1)\sigma}\right).
$$

For 16 levels, $s=6.67$ µS and $P=8.0\times10^{-4}$. For 24 levels, $s=4.35$ µS and $P=2.85\times10^{-2}$, about one wrong read in 35. An exactly programmed cell read in isolation therefore offers four bits at a modest error rate. With the total error of 2.24 µS used in the next section, 16 levels are misread in 13% of reads, and 8 levels (three bits) are needed for $P\approx1.2\times10^{-3}$. Approaching 4.6 bits requires coding over many cells.

## What a real cell changes

The numbers are round values in the rough regime of filamentary hafnium-oxide resistive memory: a window from 10 to 110 µS and a read noise of 1 µS. In such cells the assumption of exact programming fails, because the conductance misses its target and then relaxes. The size of the miss depends strongly on the programming scheme and the waiting time; 2 µS is taken here as a rough value. The effects below are changed one at a time, with the window held fixed, and are compared with 4.623 bits.

**Programming and relaxation error.** If this error is Gaussian, independent of the target and of standard deviation $\sigma_p$, its variance adds to that of the read noise:

$$
\sigma_{\rm tot}=\sqrt{\sigma^2+\sigma_p^2}=\sqrt{1^2+2^2}\ \text{µS}=2.24\ \text{µS}.
$$

With $\sigma_{\rm tot}$ in place of $\sigma$, the information about the intended value falls to 3.49 bits, a loss of 1.13 bits. This is the largest effect considered here, but the ranking follows from the assumed $\sigma_p$: below about 0.7 µS the loss is smaller than the telegraph effect below, and below about 0.46 µS it is smaller than the converter loss. Averaging $n$ reads with independent noise reduces $\sigma^2$ to $\sigma^2/n$ but leaves $\sigma_p$ untouched, so in this example, where $\sigma_p>\sigma$, better programming is worth more than quieter reading; for $\sigma_p<\sigma$ the order reverses. Noise from a trap that does not switch between the reads is not independent and is not averaged away.

**Noise that depends on the state.** Let $\sigma(x)$ rise linearly from 0.5 to 1.5 µS across the window. The conditional entropy is an average over $x$, so $\log_2\sigma$ is replaced by its mean. With $s=\sigma(x)/(1\ \text{µS})$,

$$
\langle\log_2s\rangle=\frac1{\ln2}\Big[s\ln s-s\Big]_{0.5}^{1.5}=-0.065 .
$$

The conditional entropy falls by 0.065 bits and the information rises by as much, to 4.69 bits, although the mean of $\sigma$ is unchanged. The quiet end gains more than the noisy end loses.

**Telegraph noise.** A single trap can switch the conductance between two values. Let the jumps be $\pm0.9$ µS with equal probability, on top of Gaussian noise of 0.436 µS. The total variance is still $0.81+0.19=1$ µS². Numerical integration gives a noise entropy of 1.774 bits instead of 2.047, and the direct sum gives $I=4.895$ bits. The direction follows from the maximum-entropy property: with edges neglected, Gaussian noise is the worst case at a given variance. Exploiting the gain requires a decoder that knows the shape of the noise. The size of the gain depends strongly on the jump: at the same total variance it is 0.001 bits for $\pm0.5$ µS and 1.3 bits for $\pm0.98$ µS. It disappears when the 2 µS programming error blurs the two values, so the effects listed here do not simply add.

**A 6-bit converter.** Its 64 codes have steps of $\Delta=100/64=1.56$ µS. Away from the edges, the probability of code $k$, centred at $y_k$, is $\Delta f(y_k-x)$, where $f$ is the density of $N+U$ and $U$ is uniform over one step. As $x$ crosses one step and $k$ runs over all codes, $y_k-x$ covers the real line once. The average conditional entropy of the code is therefore

$$
-\int f\log_2(\Delta f)\,dz=h(N+U)-\log_2\Delta .
$$

The code itself has entropy $\log_2(W/\Delta)$, so $\Delta$ cancels and $I\simeq\log_2W-h(N+U)$. The variance of $N+U$ is $\sigma^2+\Delta^2/12$. Treating the sum as Gaussian gives the loss

$$
\tfrac12\log_2\!\left(1+\frac{\Delta^2}{12\sigma^2}\right)=0.134\ \text{bits}.
$$

Direct summation over the 64 codes, with readings outside the window assigned to the end codes, gives 4.49 bits, in agreement with $4.623-0.134$; the edge-free expression alone gives 4.46 bits. Six bits at the output do not make a six-bit cell.

**Thermal and shot noise.** Model the current as independent charge transfers, forward at rate $\Gamma_+$ and backward at rate $\Gamma_-=\Gamma_+e^{-qV/kT}$, where $V$ is the read voltage. The mean current is $q(\Gamma_+-\Gamma_-)=GV$. In a read of duration $t$ the two counts are Poisson distributed, so their variances add and the charge variance is $q^2(\Gamma_++\Gamma_-)t$. Dividing by $t^2$ gives the current variance

$$
\frac{q^2(\Gamma_++\Gamma_-)}{t}=\frac{q\,GV}{t}\coth\frac{qV}{2kT},
$$

since $(1+e^{-a})/(1-e^{-a})=\coth(a/2)$. At the upper end of the window, with $V=0.2$ V, $t=50$ ns and 358 K, the current is 22 µA and its noise is 8.4 nA. Division by $V$ gives 0.042 µS. Added in quadrature to 1 µS, it costs about 0.001 bits. Independent Poisson transfers describe channels of small transmission. At 110 µS, about 1.4 times the conductance quantum $2q^2/h=77.5$ µS, a filament has well-transmitting channels and its shot noise is suppressed, so 8.4 nA is an upper value; purely thermal noise would be 4.7 nA. In either case, the assumed read noise must come mainly from elsewhere, such as switching traps or the read circuit. Because the variance scales as $1/t$, this contribution grows in faster reads.

Numbers in the example were calculated in double precision.
